# Why K-shell radiative electron capture nearly keeps a sin² θ laboratory pattern

**Question.** A fast bare ion captures an electron from a target into its K shell and emits a photon. At low speed the photons follow $\sin^2\theta$ about the beam. At relativistic speed the Lorentz transformation should throw them forward, yet the laboratory pattern stays close to $\sin^2\theta$. Why, how closely, and what produces the photons at $\theta=0$?

**Answer.**

## The mechanism

Take the target electron as free and at rest, which neglects its binding and its momentum spread. The ion has speed $\beta$ along $+z$ and Lorentz factor $\gamma$; its recoil is neglected. Units are $\hbar=m_e=c=1$. Primes mark the ion frame, where the electron arrives with momentum $\mathbf p=-p\hat z$, $p=\gamma\beta$, and energy $\gamma$.

Two effects compete. Aberration, together with the change of solid angle, turns ion-frame photons toward the beam direction. Retardation, the variation of the photon's phase across the region of emission, acts through the photon momentum $\mathbf k$. The nucleus must absorb

$$\mathbf q=\mathbf p-\mathbf k ,$$

and a Coulomb field supplies small momenta more readily than large ones. Small $q$ means $\mathbf k$ along $\mathbf p$, which is backward with respect to the beam.

The two effects are governed by one factor. Let $\zeta=\alpha Z$ be small, also compared with $\beta$. The K-shell energy is then 1 to leading order, so $\omega'=\gamma-1$. With $\mathbf p\cdot\mathbf k=-p\omega'\cos\theta'$,

$$q^2=(\gamma^2-1)+(\gamma-1)^2+2\gamma\beta(\gamma-1)\cos\theta' .$$

The first two terms add to $2\gamma(\gamma-1)$, hence

$$q^2=2\omega'\Lambda,\qquad \Lambda=\gamma(1+\beta\cos\theta').$$

But $\Lambda$ is the Doppler factor from the ion frame to the laboratory, $\omega=\Lambda\omega'$. Thus $q^2=2\omega$: the momentum taken by the nucleus is fixed by the laboratory photon energy. What remains is to count powers of $\Lambda$.

## A spinless electron: complete cancellation

For a photon normalized in unit volume the coupling is $\sqrt{2\pi\alpha/\omega'}\,M$, where $M$ is the matrix element of the electron current with $\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}$. The golden rule gives the rate $2\pi(2\pi\alpha/\omega')|M|^2\,\omega'^2d\Omega'/(2\pi)^3$. Division by the flux $\beta$ yields

$$\frac{d\sigma}{d\Omega'}=\frac{\alpha\omega'}{2\pi\beta}\sum|M|^2 .$$

The sum runs over two real linear polarizations. With spin it will also include both final spins, since both K-shell places are empty, and an average over the initial spin.

First drop the spin. The Klein–Gordon equation $[(E-V)^2-\mathbf p^2-1]\phi=0$ gives, to first order in $V$, the source term $2EV\phi$. The bound electron has mostly momenta of order $\zeta$, and its wave function at the nucleus is $\phi_0=\sqrt{\zeta^3/\pi}$. One Coulomb exchange, with $V(q)=-4\pi\zeta/q^2$, creates its tail at the much larger momentum $q$. For $E=1$,

$$\tilde\phi(\mathbf q)=\frac{2V(q)\phi_0}{1-1-q^2}=\frac{8\pi\zeta\phi_0}{q^4}.$$

The electron may emit first and then be stopped by the nucleus. The current is $\boldsymbol\epsilon\cdot(\mathbf p+\mathbf q)=2\boldsymbol\epsilon\cdot\mathbf p$, because $\boldsymbol\epsilon\cdot\mathbf k=0$. The normalization factors $1/\sqrt{2\gamma}$ and $1/\sqrt2$ turn it into $\boldsymbol\epsilon\cdot\mathbf p/\sqrt\gamma$. In the other order the nucleus first leaves the electron with momentum $\mathbf k$, and emission brings it to rest. That current is $\boldsymbol\epsilon\cdot(\mathbf k+0)=0$. Therefore

$$M=\frac{8\pi\zeta\phi_0}{\sqrt\gamma\,q^4}\,\boldsymbol\epsilon\cdot\mathbf p .$$

Let $p_\perp=p\sin\theta'$ be the part of $\mathbf p$ transverse to the photon. Summing over polarizations and inserting $q^8=16\omega'^4\Lambda^4$,

$$\sum|M|^2=\frac{64\pi\zeta^5p_\perp^2}{\gamma q^8}=\frac{4\pi\zeta^5p_\perp^2}{\gamma\omega'^4\Lambda^4},$$

$$\frac{d\sigma}{d\Omega'}=\frac{2\alpha\zeta^5\beta\gamma}{(\gamma-1)^3}\,\frac{\sin^2\theta'}{\Lambda^4}.$$

The factor $\Lambda^{-4}$ is the work of retardation.

Now go to the laboratory. The transverse photon momentum is unchanged, $\omega'\sin\theta'=\omega\sin\theta$, so $\sin\theta'=\Lambda\sin\theta$. From

$$\cos\theta'=\frac{\cos\theta-\beta}{1-\beta\cos\theta}$$

follow

$$\Lambda=\frac{1}{\gamma(1-\beta\cos\theta)},\qquad \frac{d\Omega'}{d\Omega}=\frac{d\cos\theta'}{d\cos\theta}=\frac{1-\beta^2}{(1-\beta\cos\theta)^2}=\Lambda^2 .$$

Aberration contributes $\Lambda^2$ through $\sin^2\theta'$, and the solid angle another $\Lambda^2$. Together they remove $\Lambda^{-4}$:

$$\left.\frac{d\sigma}{d\Omega}\right|_{\text{spinless}}=\frac{2\alpha\zeta^5\beta\gamma}{(\gamma-1)^3}\sin^2\theta .$$

At leading order in $\zeta$ this holds at any speed for which $\zeta\ll\beta$. When $\beta\ll1$ as well, $\gamma-1\simeq\beta^2/2$ and the result becomes $16\alpha\zeta^5\sin^2\theta/\beta^5$.

The separate effects are large. Aberration and solid angle acting on a plain $\sin^2\theta'$ would give $\sin^2\theta/(1-\beta\cos\theta)^4$. Its maximum satisfies $\beta\cos^2\theta+\cos\theta-2\beta=0$, or

$$\cos\theta=\frac{\sqrt{1+8\beta^2}-1}{2\beta}.$$

For $\beta=0.654$ this is $32.5^\circ$. Retardation alone puts the ion-frame maximum at the mirror angle, $147.5^\circ$. Both together put the laboratory maximum at $90^\circ$.

## What the spin changes

A Dirac electron also has a magnetic coupling, and the cancellation is then incomplete. Write the incoming spinor and the spinor at rest as

$$u_p=\sqrt{\frac{\gamma+1}{2\gamma}}\begin{pmatrix}\chi\\ \boldsymbol\sigma\cdot\mathbf a\,\chi\end{pmatrix},\quad \mathbf a=\frac{\mathbf p}{\gamma+1},\qquad u_0=\begin{pmatrix}\chi_0\\0\end{pmatrix}.$$

The propagator is $(E+\boldsymbol\alpha\cdot\mathbf Q+\beta_D)/(E^2-1-Q^2)$, with $\beta_D$ the Dirac matrix and $\mathbf Q$ the intermediate momentum. Take out the common factor by writing

$$M=\phi_0V(q)\sqrt{\frac{\gamma+1}{2\gamma}}\;\chi_0^\dagger(T_1+T_2)\chi .$$

If emission comes first, the intermediate state has energy 1 and momentum $\mathbf q$:

$$T_1=-\frac{1}{q^2}\left[2\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\;\boldsymbol\sigma\cdot\mathbf a+\boldsymbol\sigma\cdot\mathbf q\;\boldsymbol\sigma\cdot\boldsymbol\epsilon\right].$$

If emission comes last, it has energy $\gamma$ and momentum $\mathbf k=\omega'\mathbf n$. The denominator is $\gamma^2-1-\omega'^2=2\omega'$, and the lower component of the numerator is $\omega'\boldsymbol\sigma\cdot(\mathbf n+\mathbf a)\chi$, so

$$T_2=\tfrac12\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\;\boldsymbol\sigma\cdot(\mathbf n+\mathbf a).$$

Reorder the last product in $T_1$ with $\boldsymbol\sigma\cdot\mathbf q\,\boldsymbol\sigma\cdot\boldsymbol\epsilon=2\boldsymbol\epsilon\cdot\mathbf p-\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\boldsymbol\sigma\cdot\mathbf q$. Since $\mathbf q-2\mathbf a=\omega'(\mathbf a-\mathbf n)$ and $\omega'/q^2=1/(2\Lambda)$,

$$T_1+T_2=-\frac{2\boldsymbol\epsilon\cdot\mathbf p}{q^2}+\boldsymbol\sigma\cdot\boldsymbol\epsilon\;\boldsymbol\sigma\cdot\mathbf D,\qquad \mathbf D=\frac{(\Lambda-1)\mathbf n+(\Lambda+1)\mathbf a}{2\Lambda}.$$

The component of $\mathbf p$ along $\mathbf n$ is $-\gamma\beta\cos\theta'=\gamma-\Lambda$. Hence $p_\perp^2=\gamma^2-1-(\gamma-\Lambda)^2=2\gamma\Lambda-\Lambda^2-1$. The component of $\mathbf D$ along $\mathbf n$ has the numerator

$$(\Lambda-1)(\gamma+1)+(\Lambda+1)(\gamma-\Lambda)=2\gamma\Lambda-\Lambda^2-1=p_\perp^2 ,$$

and therefore

$$D_\parallel=\frac{p_\perp^2}{2\Lambda(\gamma+1)},\qquad D_\perp=\frac{p_\perp(\Lambda+1)}{2\Lambda(\gamma+1)} .$$

Both vanish with $p_\perp$.

For the spin sum use $\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\boldsymbol\sigma\cdot\mathbf D=\boldsymbol\epsilon\cdot\mathbf D+i\boldsymbol\sigma\cdot(\boldsymbol\epsilon\times\mathbf D)$. For a real number $A$ and a real vector $\mathbf B$, half the spin sum of $|\chi_0^\dagger(A+i\boldsymbol\sigma\cdot\mathbf B)\chi|^2$ is $A^2+B^2$. The polarization sum of $A^2$ is $(D_\perp-2p_\perp/q^2)^2$, and that of $B^2$ is $2D_\parallel^2+D_\perp^2$. The total is

$$S=\frac{4p_\perp^2}{q^4}-\frac{4p_\perp D_\perp}{q^2}+2(D_\parallel^2+D_\perp^2).$$

The identity $p_\perp^2+(\Lambda+1)^2=2\Lambda(\gamma+1)$ reduces the last term to $p_\perp^2/[\Lambda(\gamma+1)]$. With $q^2=2\omega'\Lambda$,

$$S=\frac{p_\perp^2}{\omega'^2\Lambda^2}\left[1-\frac{\omega'(\Lambda+1)}{\gamma+1}+\frac{\omega'^2\Lambda}{\gamma+1}\right].$$

Since $1-\omega'/(\gamma+1)=2/(\gamma+1)$, the bracket equals

$$\frac{2}{\gamma+1}\left[1+\tfrac12(\gamma-1)(\gamma-2)\Lambda\right].$$

The factor $2/(\gamma+1)$ cancels against the spinor normalization and leaves $1/\gamma$. With $\phi_0^2V^2=4\pi\zeta^5/(\omega'^2\Lambda^2)$, the result is the spinless one times the last bracket. In the laboratory,

$$\frac{d\sigma}{d\Omega}=\frac{2\alpha\zeta^5\beta\gamma}{(\gamma-1)^3}\sin^2\theta\left[1+\frac{(\gamma-1)(\gamma-2)}{2\gamma(1-\beta\cos\theta)}\right].$$

So the $\sin^2\theta$ law is approximate for real electrons even at leading order. At low speed the spin term is about $-\beta^2/4$. It is negative for $\gamma<2$ and vanishes at $\gamma=2$. At $\gamma=1.32$ it is $-0.24$ at $0^\circ$, $-0.08$ at $90^\circ$ and $-0.05$ at $180^\circ$. The relative change is thus largest toward $0^\circ$, where $\sin^2\theta$ vanishes, and the maximum moves only to $91.6^\circ$.

Above $\gamma=2$ the term is positive and grows. At $\gamma=4$ the maximum of this formula lies at $70.5^\circ$. The term is smallest at $180^\circ$, where it tends to $\gamma/4$, so for $\gamma\gg4$ it dominates at every angle. For $\theta\gg1/\gamma$ the cross section then tends to $\alpha\zeta^5(1+\cos\theta)/\gamma$. The near-$\sin^2\theta$ pattern therefore belongs to moderately relativistic speeds, not to arbitrarily high ones. These angles hold at leading order in $\zeta$, and heavy ions depart from $\sin^2\theta$ sooner. For gold, the all-order partial-wave method described below puts the maximum near $76^\circ$ at $\gamma=2$, with 25% of the $90^\circ$ yield at $0^\circ$, and near $21^\circ$ at $\gamma=4$.

## Why zero degrees needs spin flip, and one more order

At $\theta=0$ the photon and the electron move along one axis. A plane wave has no orbital angular momentum about its direction, so the initial $J_z$ is the spin projection $m_s=\pm\frac12$. The photon carries $\lambda=\pm1$ and the K-shell state has $m_b=\pm\frac12$. Conservation, $m_s=m_b+\lambda$, leaves $m_s=\lambda/2$ and $m_b=-\lambda/2$. Here spin flip means this reversal of the projection, $m_b$ being the total angular momentum of the Dirac state. No expansion in $\zeta$ was used.

The formula above nevertheless vanishes at $0^\circ$. Put $\mathbf n=\hat z$, $\mathbf a=-(\omega'/p)\hat z$ and $\mathbf q=-(p+\omega')\hat z$. Since $\boldsymbol\sigma\cdot\boldsymbol\epsilon$ and $\sigma_z$ anticommute,

$$T_1=-\frac{p+\omega'-2\omega'/p}{(p+\omega')^2}\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\sigma_z .$$

From $p^2=\omega'(\omega'+2)$ we have $2\omega'=(p-\omega')(p+\omega')$, so the numerator is $(p+\omega')\omega'/p$. The same relation applied to $T_2=\frac12(1-\omega'/p)\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\sigma_z$ gives

$$T_1=-\frac{\omega'}{p(p+\omega')}\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\sigma_z=-T_2 .$$

Emission before and after the nuclear kick each flips the spin, and the two amplitudes cancel. The first amplitude that can survive contains another Coulomb exchange and is smaller by a factor of order $\zeta$. The intensity at $0^\circ$ should then be of order $\zeta^2$ relative to that at $90^\circ$.

To find its size, the Coulomb field must be kept in both electron states. Expand the incoming electron in waves of definite Dirac quantum number $\kappa$, with upper radial part $P/r$ and lower part $iQ/r$:

$$P'=-\frac{\kappa}{r}P+\left(\gamma+1+\frac{\zeta}{r}\right)Q,\qquad Q'=\frac{\kappa}{r}Q-\left(\gamma-1+\frac{\zeta}{r}\right)P .$$

The solution regular at the nucleus behaves far away as

$$P\to2(\gamma+1)\,\mathrm{Re}\left[C_\kappa e^{i(pr+\eta\ln r)}\right],\qquad \eta=\zeta\gamma/p .$$

Its ingoing part must match that of the plane wave, apart from the logarithmic phase common to all waves. The plane wave has coefficient $i^l$ and ingoing phase $i^{l+1}$, where $l$ belongs to the upper component. So each partial wave enters with weight $(-1)^l/C_\kappa^*$, up to a common factor and the usual angular coefficients. The matrix element of $\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}$ with the Dirac 1s state was integrated numerically with the full exponential, for $|\kappa|\le24$. The photon energy is now $\omega'=\gamma-\sqrt{1-\zeta^2}$. This treats the point-nucleus Coulomb field without expansion in $\zeta$; nuclear size and radiative corrections are left out.

At $\gamma=1.32$ the ratio $\sigma(0^\circ)/\sigma(90^\circ)$, with $\sigma(\theta)$ short for $d\sigma/d\Omega$, is $8.54\times10^{-5}$ for $\zeta=0.03$ and $2.09\times10^{-5}$ for $\zeta=0.015$. Halving $\zeta$ divides it by 4.09, a local power of 2.03. The expected $\zeta^2$ is confirmed, with a coefficient near 0.09 at this speed.

## Numbers for bare gold

Take $Z=79$ at 300 MeV per atomic mass unit: $\zeta=0.5765$, $\gamma=1.322$, $\beta=0.654$, $p=0.865$. The ion-frame photon energy is 258 keV. In the laboratory, $\omega=\omega'/[\gamma(1-\beta\cos\theta)]$ gives 564 keV at $0^\circ$, 195 keV at $90^\circ$ and 118 keV at $180^\circ$.

The leading formula at $90^\circ$ gives, with $\alpha=\zeta/Z=0.00730$,

$$\frac{2(0.00730)(0.5765)^5(0.865)}{(0.322)^3}\,(1-0.083)\simeq0.0221 .$$

The unit of area is $(\hbar/m_ec)^2=1491$ barn, so this is 32.9 barn/sr. The partial-wave value is 4.23 barn/sr, smaller by a factor of 7.8. Here $\zeta/\beta=0.88$ is not small, and the leading order is useless for the magnitude. At $\zeta=0.015$ and the same speed, the partial-wave value is 0.936 of the leading one.

The shape survives better. The table gives the partial-wave cross section, then its ratio to the $90^\circ$ value beside $\sin^2\theta$.

| $\theta$ | barn/sr | ratio | $\sin^2\theta$ |
|---|---|---|---|
| 0° | 0.540 | 0.128 | 0 |
| 30° | 1.585 | 0.375 | 0.250 |
| 60° | 3.651 | 0.864 | 0.750 |
| 90° | 4.227 | 1 | 1 |
| 120° | 2.857 | 0.676 | 0.750 |
| 150° | 0.899 | 0.213 | 0.250 |
| 180° | 0.007 | 0.002 | 0 |

The maximum lies at $82.8^\circ$. The leading formula puts it at $91.6^\circ$, so for gold the higher orders in $\zeta$ reverse the small tilt. Still, the displacement from $90^\circ$ is about $7^\circ$, whereas aberration alone would cause one of $57^\circ$. The total cross section is 36.6 barn per target electron. A pure $\sin^2\theta$ pattern with the same $90^\circ$ value would give $(8\pi/3)(4.227)=35.4$ barn, 3% less. All these values are for a point nucleus. A nuclear charge of rms radius 5.44 fm lowers them by 0.5% at $0^\circ$ (to 0.537 barn/sr), by 0.14% at $90^\circ$ (to 4.221 barn/sr) and by 0.17% in the total (to 36.5 barn); the maximum stays at $82.8^\circ$.

The yield at $0^\circ$, 12.8% of that at $90^\circ$, is entirely spin flip by the angular-momentum argument. So is the tiny yield at $180^\circ$. The endpoints differ by a factor of 78.5. The solid-angle factor $(\omega/\omega')^2$ supplies $(564/118)^2\simeq23$ of this; the remaining factor of about 3.4 is present in the ion frame.

For bare silver, $Z=47$, at the same speed, $\sigma(0^\circ)/\sigma(90^\circ)$ is 2.2%. From silver to gold it rises by a factor of 5.9, while $\zeta^2$ rises by $(79/47)^2=2.8$. The quadratic law is a small-$\zeta$ law, and for heavy ions the forward yield grows faster.

Numerical values quoted here were computed with a short program.
